# First-Order Intervalley Phonon Scattering Between Isotropic Parabolic Valleys, part 2

The problem is the rate at which a phonon scatters an electron between two valleys when symmetry forbids the transition at the minima. The valleys are first taken as isotropic and parabolic, with equal mass $m$ and equal minimum energy. The phonon energy $\hbar\omega$ is fixed, and

$$
E'=E-\hbar\omega\quad\text{(emission)},\qquad
E'=E+\hbar\omega\quad\text{(absorption)}.
$$

The wavevector deviation is $\boldsymbol\delta=\mathbf k'-\mathbf k$, and $\mathbf q_0$ joins the minima. The electronic matrix element per unit displacement, an energy divided by length, is assumed to depend on the transferred wavevector alone:

$$
C(\mathbf q_0+\boldsymbol\delta)=C_0+\mathbf d\cdot\boldsymbol\delta+\cdots .
$$

The term $C_0$ gives zeroth-order (allowed) scattering and the linear term gives first-order scattering. The mirror argument takes a reflection that maps each minimum to itself, and supposes that the product of the two electron states and the phonon displacement changes sign under it. Then $C_0=0$, while a vector $\mathbf d$ normal to the mirror plane is permitted. The isotropic model replaces the single vector by

$$
|C|^2=D_1^2|\boldsymbol\delta|^2=D_1^2|\mathbf k'-\mathbf k|^2 ,
$$

where $D_1$ is an energy. At temperature $T$, with $k_B$ Boltzmann's constant and $x=\exp(-\hbar\omega/k_BT)$, the mean phonon number, written $n$ below, is

$$
\bar n=\frac{x}{1-x}=\frac1{e^{\hbar\omega/k_BT}-1}.
$$

With $M_{\mathbf k'\mathbf k}$ the matrix element of the interaction, the golden rule for the rate $\Gamma$ is

$$
\Gamma=\frac{2\pi}{\hbar}\sum_{\mathbf k'}|M_{\mathbf k'\mathbf k}|^2
\,\delta(E_{\mathbf k'}-E'),
\qquad E_{\mathbf k'}=\frac{\hbar^2k'^2}{2m}.
$$

It requires weak coupling: the density of states and the coupling must vary little over the energy spread of the transition, at times short compared with $1/\Gamma$. In a numerical test on one level coupled to 1201 others, the decay rate was 1.005 times the golden-rule value. The subscript in $\Gamma_1$ below marks the first-order rate.

## The energy sum, a worked case and the limits

An electron with wavevector $\mathbf k$ and kinetic energy $E$ goes to a state with $\mathbf k'$ and $E'$, each measured from its own valley minimum. The squared coupling is $D_1^2|\mathbf k'-\mathbf k|^2$. The phonon has angular frequency $\omega$ and mean occupation $n$, with $N_+=n+1$ for emission and $N_-=n$ for absorption. The first half gave

$$
|M_{\mathbf k'\mathbf k}|^2
=D_1^2|\mathbf k'-\mathbf k|^2\frac{\hbar N_\pm}{2\rho V\omega},
\qquad
g(E')=\frac{m^{3/2}\sqrt{E'}}{\sqrt2\,\pi^2\hbar^3},
$$

where $\rho$ is the mass density, $V$ the volume and $g$ the density of states per valley and spin. With $Z$ equivalent final valleys, the golden rule becomes

$$
\Gamma_1=\frac{Z\pi D_1^2N_\pm}{\rho\omega}\;
\frac1V\sum_{\mathbf k'}|\mathbf k'-\mathbf k|^2
\delta(E_{\mathbf k'}-E').
$$

The factor $2\pi/\hbar$ has combined with $\hbar/2$ to give $\pi$, and the volume stands under the sum. Let $\theta$ be the angle between $\mathbf k$ and $\mathbf k'$. Then

$$
|\mathbf k'-\mathbf k|^2=k^2+k'^2-2kk'\cos\theta .
$$

All directions on the final shell have the same energy and the same density of states. The mean of $\cos\theta$ over the sphere is zero, so the average, written with angle brackets, is

$$
\left\langle|\mathbf k'-\mathbf k|^2\right\rangle
=k^2+k'^2=\frac{2m}{\hbar^2}(E+E').
$$

This is the origin of the energy sum. The sum over states is $g(E')$ times this average, and therefore

$$
\Gamma_1=\frac{Z\pi D_1^2N_\pm}{\rho\omega}\,
g(E')\,\frac{2m(E+E')}{\hbar^2}
=\frac{\sqrt2\,Z\,m^{5/2}D_1^2N_\pm}{\pi\hbar^5\rho\omega}
\sqrt{E'}\,(E+E').
$$

In the last form, $\pi\cdot2/(\sqrt2\,\pi^2)=\sqrt2/\pi$. For emission below threshold the rate is zero. An allowed transition with constant coupling $D_0$ has $D_0^2$ in place of $D_1^2(k^2+k'^2)$.

Just above the emission threshold $E'$ is small and $E$ is close to $\hbar\omega$. The rate then starts as $\hbar\omega\sqrt{E-\hbar\omega}$, the same square root as for an allowed transition. Far above threshold $E'\approx E$, and the rate grows as $2E^{3/2}$. Absorption by an electron at rest does not vanish: the electron starts at the minimum but ends at a finite $k'$, and the factor is $(\hbar\omega)^{3/2}$.

For a numerical case take rough parameters suggested by silicon: $m=0.3214\,m_0$, with $m_0$ the free-electron mass, $D_1=4$ eV, $\hbar\omega=18$ meV, $\rho=2.33$ g/cm³, $T=300$ K and $Z=4$. An electron with $E=0.100$ eV has $k=0.9185$ nm⁻¹. Emission leaves $E'=0.082$ eV and $k'=0.8318$ nm⁻¹, so that

$$
k^2+k'^2=0.9185^2+0.8318^2=1.536\ \text{nm}^{-2}.
$$

The final density of states is 0.1778 eV⁻¹ nm⁻³. In SI units $D_1=6.409\times10^{-19}$ J and $\omega=2.735\times10^{13}$ s⁻¹, which give

$$
\frac{Z\pi D_1^2(n+1)}{\rho\omega}
=\frac{4\pi(6.409\times10^{-19})^2(1.9938)}
{2330\times2.735\times10^{13}}
=1.615\times10^{-52},
$$

$$
g\,(k^2+k'^2)
=\frac{0.1778\times10^{27}}{1.602\times10^{-19}}
\times1.536\times10^{18}
=1.704\times10^{63}.
$$

Their product is an emission rate of $2.75\times10^{11}$ s⁻¹. Absorption has the smaller phonon factor but the larger final energy, and gives $1.97\times10^{11}$ s⁻¹. The total is $4.72\times10^{11}$ s⁻¹, or one event in 2.1 ps on average.

The angular average and the density of states were tested together by summing $|\mathbf k'-\mathbf k|^2$ over the separate states of a periodic cube of side 600 nm. A Gaussian of standard deviation $\sigma=3$ meV replaced the delta function. The emission rate was $2.7515\times10^{11}$ s⁻¹, against $2.7511\times10^{11}$ s⁻¹ from the formula. The Gaussian accounts for the difference. It replaces $f(E')=\sqrt{E'}(E+E')$ by approximately $f+\sigma^2f''/2$, a relative change of

$$
\frac{\sigma^2}{2}\,\frac{3E'-E}{4E'^2(E+E')}=1.3\times10^{-4}.
$$

Going from a 400 nm cube to the 600 nm one changed the sum by less than one part in $10^9$.

The cross term vanishes from the total rate but not from the distribution of angles. In this example the squared coupling for exact reversal exceeds that for forward scattering by $(k+k')^2/(k-k')^2\approx407$. To find the loss of wavevector along the initial direction, weight each event by $1-\mathbf k'\cdot\mathbf k/k^2=1-(k'/k)\cos\theta$. The new contribution is

$$
\left\langle-\frac{k'}k\cos\theta\,
(k^2+k'^2-2kk'\cos\theta)\right\rangle
=2k'^2\langle\cos^2\theta\rangle=\frac23k'^2,
$$

because $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/3$. The momentum-loss rate therefore has $E+\tfrac53E'$ where the scattering rate has $E+E'$. With emission and absorption together it is $6.26\times10^{11}$ s⁻¹, 1.33 times the scattering rate. Here momentum means $\hbar$ times the wavevector measured from the occupied valley's minimum. Using the scattering rate as the momentum-loss rate would understate the latter by about a quarter. This figure rests on the sign of the cross term, and so on the assumption that the coupling depends on $\mathbf k'-\mathbf k$ alone. A squared coupling $D_1^2|\mathbf k'+\mathbf k|^2$ gives the same scattering rate, but $E+\tfrac13E'$ in the momentum-loss rate.

The plain energy sum depends on the equal masses. With masses $m_i$ and $m_f$ in the initial and final valleys,

$$
k^2+k'^2=\frac2{\hbar^2}(m_iE+m_fE'),
$$

and $g$ must be evaluated with $m_f$. For absorption from the same initial state into a valley with $m_f=0.60\,m_0$, the direct sum was 1.47 times the result of using $m_i(E+E')$ with the correct final density of states. The weighted sum gives the same ratio, $(0.3214\times0.100+0.60\times0.118)/(0.3214\times0.218)=1.47$.

This weighted sum is unchanged when the initial and final states are exchanged, as thermal equilibrium requires. Write $S=m_iE+m_fE'$ and consider one pair of valleys. The downward flow by emission and the upward flow by absorption are proportional to

$$
g_i(E)e^{-E/k_BT}(n+1)g_f(E')S
\quad\text{and}\quad
g_f(E')e^{-E'/k_BT}\,n\,g_i(E)S .
$$

They are equal because $(n+1)/n=e^{\hbar\omega/k_BT}$ and $E-E'=\hbar\omega$.

The isotropic squared coupling matters as well. For a single coupling vector $\mathbf d$, the final-state average uses $\langle\mathbf k'\rangle=0$ and $\langle k'_ak'_b\rangle=k'^2\delta_{ab}/3$, where $a$ and $b$ label Cartesian components:

$$
\left\langle[\mathbf d\cdot(\mathbf k'-\mathbf k)]^2\right\rangle
=(\mathbf d\cdot\mathbf k)^2+\frac{d^2k'^2}{3}.
$$

For an electron moving perpendicular to $\mathbf d$ the first term vanishes, and the initial energy enters the rate only through $E'$. A further average over initial directions turns the first term into $d^2k^2/3$ and restores the energy sum, with $D_1^2=d^2/3$. This average is justified for a nearly isotropic distribution of electrons. A strongly directed one needs the unaveraged expression.

Silicon breaks the assumption of isotropic mass. Its conduction valleys are ellipsoids with masses of roughly $m_l=0.92\,m_0$ along the axis and $m_t=0.19\,m_0$ across it. The four final valleys of the example are those whose axes are perpendicular to that of the initial valley. Write each component of the final wavevector as $k'_a=\sqrt{2m_aE'}\,s_a/\hbar$. The energy shell becomes the unit sphere in $\mathbf s$, uniformly populated because the Jacobian is constant. The density of states then contains $m_d=(m_lm_t^2)^{1/3}=0.3214\,m_0$. Since $\langle s_a^2\rangle=1/3$, the squared wavevector contains a different mean:

$$
\langle k'^2\rangle=\frac{2\bar mE'}{\hbar^2},
\qquad \bar m=\frac{m_l+2m_t}{3}=0.4333\,m_0 .
$$

The same holds for $k^2$ after averaging over the initial energy shell. With the isotropic squared coupling the energy sum survives, but the rate is larger than in the model of isotropic mass by $\bar m/m_d=1.35$. Before the initial average, the emission ratio runs from 0.93 for an electron moving across the valley axis to 2.18 for one moving along it. A value of $D_1$ must therefore be used with the mass model for which it was fitted. To keep the averaged rate, 4 eV in the isotropic formula becomes $4/\sqrt{1.35}=3.4$ eV with ellipsoids. The correction also depends on the form of the coupling. For a single vector $\mathbf d$ normal to the plane of the two valley axes, only the transverse mass enters. With $D_1^2=d^2/3$ the averaged rate is then $m_t/m_d=0.59$ times that of the isotropic model, so it is smaller instead of larger. For $\mathbf d$ along a diagonal of that plane the factor is $(m_l+m_t)/2m_d=1.73$. The mirror argument given earlier does not describe the lower transverse acoustic branch of silicon, the one near 18 meV. That mode is polarized in the plane of the two valley axes and is even under the glide reflection in that plane. It is forbidden at the minima by time reversal combined with the mirror that exchanges the two axes. Its linear coupling lies in the plane and depends on $\mathbf k'+\mathbf k$ as well as on $\mathbf k'-\mathbf k$.

The bands also depart from parabolas. If $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=0.5$ eV⁻¹, the emission rate rises by 15 percent at fixed $D_1$. Both the density of states and the wavevectors increase; changes in the electronic overlap are left out. The fixed phonon energy is another approximation. Let it instead vary linearly with the component of the deviation along one direction. With a trial group speed of 3 km/s, it shifts by 2.4 meV for a deviation along that direction whose length is the root-mean-square value for emission, 1.24 nm⁻¹. The total rate, averaged over initial directions, rises by 3 percent. Reversing both $\mathbf k$ and $\mathbf k'$ reverses the shift and leaves $|\mathbf k'-\mathbf k|^2$ unchanged, so the terms of first order in the speed cancel in this average. The speed is an assumed value.

The deviation of 1.24 nm⁻¹ is 0.11 of $2\pi/a$ for a lattice constant $a=0.543$ nm. If the coupling varies on the scale of $2\pi/a$, the next term of its expansion is expected to be smaller than the linear one by roughly an order of magnitude. This is an estimate of size, since the coefficient is unknown, and the term gains weight at higher energy. In silicon the scale can be shorter along a valley axis, because the minimum lies only about 0.15 of $2\pi/a$ from the zone boundary, where the two lowest conduction bands meet. Filling of final states is negligible here: at $10^{17}$ electrons per cm³ the occupation is 0.004 at the band edge and smaller still at $E'$. Heavy doping would require a factor for the empty fraction of final states. At 400 K, with all other parameters fixed, the larger phonon number raises the rate by a factor of 1.33.

The first-order process is one part of the scattering in silicon. For comparison, take an allowed phonon of 59 meV with $D_0=2\times10^8$ eV/cm, also rough values, and the same four final valleys. Its total rate at 0.100 eV is $6.5\times10^{11}$ s⁻¹, so the first-order rate is 0.73 of it. This ratio goes as $(D_1/D_0)^2$ with two rough couplings, so it serves as an illustration only. The effective first-order coupling, $D_1$ times the root-mean-square deviation, is only $5.0\times10^7$ eV/cm. The low phonon energy compensates for much of this weakness through the factor $1/\omega$, the larger thermal occupation and, for emission, the higher final energy. The two rates together would broaden the electron level by about 0.7 meV, but silicon has stronger processes as well. Take an acoustic deformation potential of 9 eV with a sound speed of 9 km/s, and a 62 meV phonon that couples valleys on the same axis with $11\times10^8$ eV/cm. With these rough values included, the width at 0.100 eV is about 6 meV, a third of the 18 meV phonon energy. It is still small beside the final kinetic energy of 82 meV, which sets the scale on which the density of states varies, so the golden rule remains a reasonable estimate there. Close to the emission threshold the final energy is no longer large compared with the level width, and the sharp onset of the formula is blurred. Rates at other energies are listed in the numerical output below.

## Computed results

```
longitudinal, transverse mass: 0.92, 0.19 m0
density-of-states mass md: 0.3214 m0
arithmetic mean mass ma: 0.4333 m0
first-order coupling D1: 4.0 eV
phonon energy: 18.0 meV
mass density: 2.33 g/cm3
lattice temperature: 300 K; final valleys: 4
phonon number n: 0.9938
initial kinetic energy: 0.100 eV
final energy, emission, absorption: 0.082, 0.118 eV
initial wavevector: 0.9185 1/nm
final wavevector, emission, absorption: 0.8318, 0.9978 1/nm
emission mean squared deviation: 1.5355 1/nm2
emission rms deviation: 1.2391 1/nm
emission effective coupling: 4.957e+07 eV/cm
emission reversal/forward weight: 406.9
final DOS, emission: 0.17775 1/(eV nm3), per valley and spin
final DOS, absorption: 0.21323 1/(eV nm3), per valley and spin
emission rate, formula: 2.7511e+11 1/s
emission rate, box sum: 2.7515e+11 1/s
absorption rate, formula: 1.9704e+11 1/s
absorption rate, box sum: 1.9705e+11 1/s
total first-order rate: 4.7215e+11 1/s
mean time between first-order events: 2.118 ps
total momentum-loss rate: 6.2589e+11 1/s
momentum-loss/scattering rate: 1.3256
box-size relative shift, 400 to 600 nm: -2.46e-10
Gaussian energy width in box sums: 3.0 meV
golden-rule test, exact/formula decay: 1.00506
unequal-mass test, final mass: 0.60 m0
unequal masses, box/plain-energy-sum: 1.4693
E=0.01 eV: emission 0.000e+00, absorption 1.673e+10, total 1.673e+10 1/s
E=0.02 eV: emission 5.194e+09, absorption 2.975e+10, total 3.494e+10 1/s
E=0.05 eV: emission 7.743e+10, absorption 8.096e+10, total 1.584e+11 1/s
E=0.10 eV: emission 2.751e+11, absorption 1.970e+11, total 4.721e+11 1/s
E=0.20 eV: emission 8.603e+11, absorption 5.135e+11, total 1.374e+12 1/s
ellipsoid/isotropic emission, initial average: 1.3481
same ratio, smallest and largest axis value: 0.9323, 2.1797
nonparabolicity: 0.50 1/eV
nonparabolic/parabolic emission: 1.1549
trial phonon group speed: 3.0 km/s
phonon energy shift at rms deviation: 2.447 meV
dispersive/flat-phonon total rate: 1.0285
lattice constant: 0.543 nm
rms deviation/(2 pi/lattice constant): 0.1071
electron density for filling estimate: 1.0e+17 1/cm3
band-edge filling: 3.644e-03; emission final-state filling: 1.528e-04
first-order total at 400 K: 6.2834e+11 1/s; ratio to 300 K: 1.3308
allowed coupling, phonon: 2.0e+08 eV/cm, 59.0 meV
allowed zeroth-order total: 6.4822e+11 1/s
first-order/allowed rate: 0.7284
broadening hbar*(both rates): 0.737 meV
```
